# Half-turn precession time for voltage-controlled magnetic switching

## Problem

The free layer of a magnetic memory cell has two stable states, with its magnetization mainly up or mainly down along the film normal $z$. A static magnetic field $B = 50$ mT lies in the film plane, along $x$. A voltage pulse across the neighbouring insulator cancels the magnetic anisotropy that holds the magnetization near the normal, and the magnetization begins to precess about the field. The pulse should end when the $z$ component has been reversed.

(a) For $g = 2$, how long should an ideal pulse last?

(b) Before the pulse the in-plane field already tilts the magnetization away from $z$. Does this tilt change the answer, and is the magnetization at rest after the pulse?

"Ideal" means the following. The magnetization is uniform and turns as one rigid moment. The pulse has sharp edges. While it is on, the whole net perpendicular anisotropy is zero, which includes the demagnetizing contribution of the film. The cell has no preferred direction within the film plane, as for a circular cell; an elongated cell keeps an in-plane shape anisotropy that changes the precession time. Damping, thermal noise and spin torques from the current are absent. The voltage is assumed large enough for full cancellation; in a real cell, electrical breakdown of the insulator may prevent this. The electric field needed is $M_sB_kd/(2\xi)$, where $M_s$ is the magnetization, $d$ the thickness of the layer and $\xi$ the change of interface anisotropy per unit electric field. For $M_s=10^6$ A/m, $d=1$ nm, $\xi=100$ fJ/(V m) and $B_k=200$ mT this is 1 V/nm, comparable to the breakdown field of a thin MgO barrier, and a smaller $\xi$ requires more. For numbers in (b), take a net anisotropy field $B_k = 200$ mT outside the pulse.

Fields are given in mT and times in ns, since atomic units would be unnatural here.

## Hints

1. The voltage removes the field that held the moment in place. Which field then exerts the torque?
2. A torque changes angular momentum. For electrons, the magnetic moment points opposite to the spin angular momentum, and their ratio contains $g$.
3. Write the equation of motion in components with $\mathbf B$ along $x$. One component is constant, and the other two form an oscillator.
4. Decide whether your rate counts radians or turns per second. A half turn is $\pi$ radians, or one half of a turn.
5. For (b), find the resting states by minimizing the energy, then ask where a half turn about $x$ takes one of them.

## Full solution

**Equation of motion.** Let $\boldsymbol\mu$ be the magnetic moment and $\mathbf S$ its spin angular momentum. For electrons

$$\boldsymbol\mu = -\gamma\,\mathbf S,\qquad \gamma = \frac{g\mu_B}{\hbar} > 0 ,$$

where $\mu_B$ is the Bohr magneton. The field exerts the torque $\boldsymbol\mu\times\mathbf B$, so $d\mathbf S/dt = \boldsymbol\mu\times\mathbf B$. Multiplying by $-\gamma$ gives $d\boldsymbol\mu/dt = -\gamma\,\boldsymbol\mu\times\mathbf B$. The length of $\boldsymbol\mu$ is constant, because the right side is perpendicular to $\boldsymbol\mu$. Dividing by this length gives, for the unit vector $\mathbf m$ along the moment,

$$\frac{d\mathbf m}{dt} = -\gamma\,\mathbf m\times\mathbf B .$$

The size of the moment has dropped out: a larger moment feels a larger torque, but it carries proportionally more angular momentum.

**Motion during the pulse.** With the anisotropy cancelled, the field is $\mathbf B = (B,0,0)$, and

$$\mathbf m\times\mathbf B = (0,\; m_z B,\; -m_y B).$$

With $\omega = \gamma B$ the components of the equation of motion are

$$\frac{dm_x}{dt}=0,\qquad \frac{dm_y}{dt}=-\omega m_z,\qquad \frac{dm_z}{dt}=\omega m_y .$$

Differentiate the last equation and insert the second:

$$\frac{d^2m_z}{dt^2} = \omega\frac{dm_y}{dt} = -\omega^2 m_z .$$

The moment starts in the $x$–$z$ plane, at $(m_{x0},0,m_{z0})$, as justified below. Thus $m_z(0)=m_{z0}$, and the initial slope $\omega m_y(0)$ is zero. The solution is

$$m_x = m_{x0},\qquad m_z = m_{z0}\cos\omega t,\qquad m_y=\frac1\omega\frac{dm_z}{dt} = -m_{z0}\sin\omega t .$$

**The half turn.** The $z$ component first reaches $-m_{z0}$ when $\omega t=\pi$. Therefore

$$t_{1/2} = \frac{\pi}{\gamma B} = \frac{\pi\hbar}{g\mu_B B}.$$

**Quantum check.** The classical picture is not an extra approximation for a single spin in a uniform field. The energy operator is $H=-\boldsymbol\mu\cdot\mathbf B=\gamma B S_x$, and the commutators $[S_x,S_y]=i\hbar S_z$ and $[S_x,S_z]=-i\hbar S_y$ give

$$\frac{d\langle S_y\rangle}{dt}=\frac{i}{\hbar}\langle[H,S_y]\rangle=-\omega\langle S_z\rangle,\qquad \frac{d\langle S_z\rangle}{dt}=\frac{i}{\hbar}\langle[H,S_z]\rangle=\omega\langle S_y\rangle .$$

These are the classical equations. Reversing the sign of every component, to pass from spin to moment, leaves them unchanged.

**Numbers for (a).** The angular rate per unit field is

$$\gamma=\frac{2\times 9.27401\times10^{-24}\ \mathrm{J/T}}{1.05457\times10^{-34}\ \mathrm{J\,s}} = 1.75882\times10^{11}\ \mathrm{rad/(s\,T)} .$$

At $B=50$ mT $=0.050$ T this gives $\omega = 8.7941$ rad/ns, and

$$t_{1/2}=\frac{3.1416}{8.7941\ \mathrm{ns^{-1}}}=0.3572\ \mathrm{ns}\approx 0.36\ \mathrm{ns}.$$

The same result follows by counting turns. The turn frequency is $\omega/2\pi=1.3996$ GHz, so a full turn takes $0.7145$ ns and a half turn takes half of that. Dividing $\pi$ by the turn frequency would mix the two ways of counting and give a time too long by a factor $2\pi$.

Two figures are enough for the answer, because the ideal assumptions limit its meaning more than the constants do. Numerical integration of the torque equation and quantum evolution of a spin 1/2 both reproduce the half-turn time, as the numerical output shows.

**The resting states, for (b).** Outside the pulse, the energy divided by the size of the moment is

$$e = -B\,m_x-\tfrac12 B_k m_z^2 .$$

For a given $m_z$, the energy is lowest when the in-plane part of $\mathbf m$ points along $+x$. Hence $m_y=0$ and $m_z^2=1-m_x^2$, which leaves

$$e=-B\,m_x-\tfrac12B_k(1-m_x^2),\qquad \frac{de}{dm_x}=-B+B_k m_x .$$

The second derivative is $B_k>0$, so the zero of the slope is a minimum. For $B<B_k$ there are two resting states,

$$m_{x0}=\frac{B}{B_k},\qquad m_{z0}=\pm\sqrt{1-\left(\frac{B}{B_k}\right)^2}.$$

Here $m_{x0}=50/200=0.25$ and $m_{z0}=\pm0.9682$, a tilt of $14.48^\circ$ from the normal. If instead $B\ge B_k$, the moment lies along the field, and there are no longer two states to switch between.

**Answer to (b).** The tilt $m_{x0}$ does not appear in $t_{1/2}$. It narrows the cone on which the moment moves, but not the rate at which it goes round. After the half turn the moment is at $(m_{x0},0,-m_{z0})$, which is the other resting state. To see that the torque there vanishes when the anisotropy returns, write the total effective field,

$$\mathbf B_{\rm eff}=-\frac{\partial e}{\partial\mathbf m}=(B,\,0,\,B_km_z)=B_k\,(m_{x0},\,0,\,m_z)=B_k\,\mathbf m .$$

It is parallel to $\mathbf m$, so $\mathbf m\times\mathbf B_{\rm eff}=0$ and the moment stays at rest.

**What the pulse does and does not do.** The voltage supplies no preferred final direction. The half turn changes $m_{z0}$ into $-m_{z0}$ for either initial sign, so the same pulse switches up to down and down to up. To write a chosen state with this pulse alone, one must know the present state first. A pulse of twice the length gives a full turn, and the moment ends where it began, at $m_z=0.9682$ for an upward start.

The time varies as $1/B$. A stronger in-plane field gives faster switching, but it also tilts the resting states further and reduces $|m_{z0}|$. As $B\to0$ the time grows without limit: removing the anisotropy alone does not turn the moment.

**When the cancellation is incomplete.** Suppose an anisotropy field $B_k'>0$ remains during the pulse. Without damping, the energy $-Bm_x-\tfrac12B_k'm_z^2$ is conserved. If the moment crosses the film plane, where $m_z=0$, with in-plane component $m_{xc}$, then

$$-B\,m_{x0}-\tfrac12B_k'(1-m_{x0}^2)=-B\,m_{xc}.$$

Since $m_{xc}\le1$, a crossing requires $\tfrac12B_k'(1-m_{x0}^2)\le B(1-m_{x0})$. Dividing by the positive factor $1-m_{x0}$ gives

$$B_k'\le\frac{2B}{1+m_{x0}} .$$

If the remaining anisotropy is larger than this, $m_z$ cannot change sign in the undamped model, however long the pulse lasts. Below this bound the formula for $t_{1/2}$ no longer applies, because the remaining anisotropy adds a torque of its own. For the fields used here the reversal then takes longer than $t_{1/2}$, and increasingly so as $B_k'$ approaches the bound.

## Variation 1: a pulse of the wrong length

*The pulse lasts 10% longer than $t_{1/2}$. How much of the reversed component is lost?*

Write the pulse length as $t=(1+\delta)\,t_{1/2}$, so that $\omega t=\pi+\pi\delta$. Then

$$\frac{m_z}{m_{z0}}=\cos(\pi+\pi\delta)=-\cos\pi\delta\approx-1+\tfrac12\pi^2\delta^2,\qquad \frac{m_y}{m_{z0}}=-\sin(\pi+\pi\delta)=\sin\pi\delta\approx\pi\delta .$$

The approximations hold for $|\pi\delta|\ll1$. For $\delta=0.1$ the full cosine gives $m_z/m_{z0}=-0.9511$, a loss of about 5% relative to the ideal reversed component. The loss is second order in $\delta$ because $m_z$ is at a turning point. The first-order error appears in $m_y$, so the moment is not at rest when the anisotropy returns. It precesses about the new resting state until damping brings it there.

The sign of $m_z$ is reversed for pulse lengths between $\tfrac12t_{1/2}$ and $\tfrac32t_{1/2}$, but a reversed sign at the end of the pulse does not by itself secure the final state. The lowest passage between the two resting states is at $\mathbf m=(1,0,0)$, with energy $e=-B$. A moment released with $m_x=m_{x0}$ has $e=-Bm_{x0}-\tfrac12B_km_z^2$. This is higher than $-B$ when $m_z^2<2m_{x0}(1-m_{x0})=0.375$, that is, when $|m_z|<0.612$. Within the stated range of pulse lengths, this happens for $|\delta|$ above about $0.28$. Such a moment can cross the film plane again before it settles.

## Variation 2: weak damping

*Include Gilbert damping with $\alpha=0.02$. How do the half-turn time and the end point change?*

The equation of motion becomes

$$\frac{d\mathbf m}{dt}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\frac{d\mathbf m}{dt}.$$

Let $\theta$ be the angle between $\mathbf m$ and the $x$ axis, and $\varphi$ the angle of rotation about that axis. With the unit vectors of these spherical coordinates, $\mathbf m=\mathbf e_r$ and

$$\dot{\mathbf m}=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\varphi\,\mathbf e_\varphi,\qquad \mathbf B=B(\cos\theta\,\mathbf e_r-\sin\theta\,\mathbf e_\theta).$$

Using $\mathbf e_r\times\mathbf e_\theta=\mathbf e_\varphi$ and $\mathbf e_r\times\mathbf e_\varphi=-\mathbf e_\theta$, the two components are

$$\dot\theta=-\alpha\sin\theta\,\dot\varphi,\qquad \sin\theta\,\dot\varphi=\omega\sin\theta+\alpha\dot\theta .$$

Insert the first into the second and divide by $\sin\theta$. This gives $(1+\alpha^2)\dot\varphi=\omega$, so the half turn, $\varphi=\pi$, takes

$$t=(1+\alpha^2)\frac{\pi}{\gamma B}.$$

The relative delay is $\alpha^2=4.0\times10^{-4}$, and the time becomes $0.3574$ ns.

The end point changes more. Since $m_x=\cos\theta$,

$$\frac{dm_x}{d\varphi}=-\sin\theta\,\frac{d\theta}{d\varphi}=\alpha\sin^2\theta=\alpha(1-m_x^2).$$

Separating the variables and integrating from $0$ to $\pi$ gives $\operatorname{artanh}m_x-\operatorname{artanh}m_{x0}=\alpha\pi$, or

$$m_x=\tanh(\operatorname{artanh}0.25+0.02\,\pi)=0.3079 .$$

The moment has leaned towards the field, from $0.25$ to $0.31$, and misses the resting state slightly. In the numerical run with a pulse of length $t_{1/2}$, damping then brings it to the reversed state, with $m_z=-0.9682$ at 20 ns after the pulse. The lean depends on $\alpha\pi$ and not separately on $B$, so for a given starting tilt a stronger field does not reduce it. The lean grows with $\alpha\pi$. When $\alpha\pi$ is well above 1, the formula puts $m_x$ close to 1 at the end of the half turn, so little $z$ component is left and the ideal picture fails.

## Table of computed values

```
g factor                              2.0
static field B                        50.0 mT
anisotropy field B_k outside pulse    200.0 mT
damping alpha                         0.02
Bohr magneton                         9.27401e-24 J/T
hbar                                  1.05457e-34 J s
gamma                                 1.75882e+11 rad/(s T)
gamma / 2 pi                          27.992 GHz/T
angular frequency omega               8.7941 rad/ns
turn frequency                        1.3996 GHz
full-turn time                        0.7145 ns
half-turn time, formula               0.3572 ns
half-turn time, torque equation       0.3572 ns
half-turn time, quantum spin          0.3572 ns
starting tilt from z                  14.48 degrees
starting m_x                          0.2500
starting m_z                          0.9682
m_z after half-turn pulse             -0.9682
m_z after full-turn pulse             0.9682
m_z/m_z0, pulse 10 percent too long   -0.9511
half-turn time with damping           0.3574 ns
relative delay from damping           4.0e-04
m_x after damped half turn            0.3079
m_z 20 ns after damped pulse          -0.9682
```
